# Real versus complex p orbitals in density-functional theory of open-shell atoms

**Problem.** An atom has one $p$ electron or one $p$ hole in one spin channel $\sigma$, and is otherwise spherical: B ($p^1$, up electron), C ($p^2$, up hole), O ($p^4$, down electron), F ($p^5$, down hole). Spin-orbit coupling and external fields are absent, $M_S=S$, and Hartree atomic units are used. The electron or hole occupies $\varphi=\sum_i c_i p_i$, with $p_i=\sqrt{3/4\pi}\,R(r)\,\hat r_i$, $\int R^2r^2dr=1$, and $c$ a complex unit vector. Define the spread $\Delta=E(\text{real})-E(\text{complex})$, where real means $\varphi=p_z$ and complex means $\varphi=(p_x+ip_y)/\sqrt2$.

(a) Find $\Delta$ in exact density-functional theory. (b) With all radial functions frozen, find $\Delta$ for the Hartree energy and for Hartree–Fock. (c) Estimate $\Delta$ for LDA and evaluate it for hydrogen $2p$. (d) Find what a GGA adds, and compare the estimates with B, C, O and F.

**The densities.** Let $s=+1$ for an electron, $s=-1$ for a hole, and let $n_0(r)$ be the angular average of $n_\sigma$. Write $c=\mathbf a+i\mathbf b$ with real vectors, $a^2+b^2=1$. Then $|\varphi|^2=(3R^2/4\pi)M_{ij}\hat r_i\hat r_j$ with $M=\mathbf a\mathbf a^T+\mathbf b\mathbf b^T$, because the imaginary part of $cc^\dagger$ is antisymmetric and drops out against $\hat r_i\hat r_j$. Subtracting the average $R^2/4\pi$,
$$n_\sigma=n_0+\delta n,\qquad \delta n=sR^2g,\qquad g=\frac{3}{4\pi}Q_{ij}\hat r_i\hat r_j,\qquad Q=M-\tfrac13\mathbb 1 .$$
$Q$ is traceless, so $r^2g$ is a harmonic polynomial and $g$ is pure $l=2$.

From $L_kx_j=-i\epsilon_{klj}x_l$ follows $\langle p_i|L_k|p_j\rangle=-i\epsilon_{kij}$, hence $\langle\mathbf L\rangle=-i\,c^*\times c=2\,\mathbf a\times\mathbf b$ and $|\langle\mathbf L\rangle|^2=4[a^2b^2-(\mathbf a\cdot\mathbf b)^2]$. Also $\operatorname{tr}M^2=a^4+b^4+2(\mathbf a\cdot\mathbf b)^2=1-\tfrac12|\langle\mathbf L\rangle|^2$, and $\operatorname{tr}Q^2=\operatorname{tr}M^2-\tfrac23+\tfrac13$, so
$$\operatorname{tr}Q^2=\tfrac23-\tfrac12|\langle\mathbf L\rangle|^2 .$$
This is $2/3$ for the real orbital and $1/6$ for the complex one. Since $\operatorname{tr}Q^2$ is invariant under rotation, the two densities are not rotations of each other, and the rotational invariance of a functional does not make their energies equal. With $\mu=\cos\theta$, the real case has $Q\hat r\hat r=\mu^2-\tfrac13=\tfrac23P_2$ and the complex case $\tfrac12(1-\mu^2)-\tfrac13=-\tfrac13P_2$, so $g=\alpha P_2/4\pi$ with $\alpha=2$ and $\alpha=-1$.

The angular average $\langle\hat r_i\hat r_j\hat r_k\hat r_l\rangle$ is isotropic and symmetric, thus $A(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$; contracting $ij$ and $kl$ gives $1=A(9+3+3)$. For traceless $Q$ the first term drops, $\langle(Q\hat r\hat r)^2\rangle=\tfrac{2}{15}\operatorname{tr}Q^2$, and
$$\int g^2d\Omega=\frac{9}{16\pi^2}\,4\pi\,\frac{2}{15}\operatorname{tr}Q^2=\frac{3}{10\pi}\operatorname{tr}Q^2 .$$

**(a) Exact theory.** Since $[H,\mathbf L]=0$, the levels are multiplets. The ground level of these atoms is taken to be the $L=1$ term ($^2P$ for B and F, $^3P$ for C and O) with states $\Psi_x,\Psi_y,\Psi_z$, and every $\Psi=\sum c_i\Psi_i$, real or complex, has energy $E_0$. Let $n$ be its density and $F[n]=\min_{\Psi'\to n}\langle T+W\rangle$, with $T$ the kinetic and $W$ the interaction operator. Any $\Psi'$ with density $n$ obeys $\langle T+W\rangle+\int vn\ge E_0$ by the variational principle, and $\Psi$ reaches equality, so $F[n]=E_0-\int vn$. The nuclear potential $\sum_kv(r_k)$ commutes with $\mathbf L$, so by Schur's lemma it is a multiple of the identity on the multiplet and $\int vn$ does not depend on $c$. Therefore $\Delta=0$, and $F=T_s+U+E_{xc}$ is itself the same for all these densities ($T_s$ is the non-interacting kinetic energy, $U$ the Hartree energy). With density matrices in place of $\Psi'$ the same two lines show that the ensemble functional is constant over all mixtures of the multiplet, the spherical one included.

The product of two $L=1$ states contains $l=0,1,2$. Parity removes $l=1$ from the density, Schur's lemma makes the $l=0$ part independent of $c$, and the Wigner–Eckart theorem makes the $l=2$ part one radial function times $Q\hat r\hat r$. The exact $U$ therefore varies as $\operatorname{tr}Q^2$, by the argument in (b), and $T_s+E_{xc}$ must cancel that variation. Full configuration interaction for B in the 6-31G basis, whose complete shells keep rotational symmetry, tests this. Three roots coincide at $-24.562892$ Ha, the $3\times3$ matrix of the nuclear attraction is $-57.07777$ Ha times the identity, and $F=32.51488$ Ha, while $U-U_{\rm sph}$ is $14.320$ mHa (real) and $3.580$ mHa (complex), in the ratio $4.000$. The argument needs the level to be the lowest one and degenerate; spin-orbit coupling or a crystal field of lower than cubic symmetry gives a physical splitting.

**(b) Frozen orbitals.** The kinetic and nuclear operators are scalars on the $p$ shell, so their energies do not depend on $c$; the model takes this orbital kinetic energy for $T_s$. Expand $1/r_{12}=\sum_l\frac{4\pi}{2l+1}\frac{r_<^l}{r_>^{l+1}}\sum_mY_{lm}Y_{lm}^*$. The cross term between the spherical density and $\delta n$ vanishes by orthogonality of $l=0$ and $l=2$. The quadratic term, with $F^2=\iint R^2(r)R^2(r')\,r_<^2r_>^{-3}\,r^2r'^2\,dr\,dr'$, is
$$U-U_{\rm sph}=\frac12\,\frac{4\pi}{5}F^2\int g^2d\Omega=\frac{3}{25}F^2\operatorname{tr}Q^2,\qquad \Delta_H=\frac{3}{25}\Big(\frac23-\frac16\Big)F^2=\frac{3}{50}F^2 .$$
The more deformed real density costs more Hartree energy, for an electron and a hole alike.

In Hartree–Fock the density matrix is $\gamma_\sigma=\gamma_0+s\,\varphi\varphi^*$, where $\gamma_0$ has an empty ($s=+1$) or full ($s=-1$) $p$ shell. The energy is quadratic in $\gamma$, so $E=E[\gamma_0]+s\langle\varphi|\hat F_0|\varphi\rangle+\tfrac12(J_{\varphi\varphi}-K_{\varphi\varphi})$. The Fock operator $\hat F_0$ of the spherical $\gamma_0$ is a scalar on the shell, and the self-Coulomb and self-exchange integrals $J_{\varphi\varphi}$ and $K_{\varphi\varphi}$ both equal $\iint|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2/r_{12}$. Thus $\Delta=0$ and exact exchange contributes $-\Delta_H$. This holds for frozen orbitals; nothing is claimed for relaxed Hartree–Fock. In the frozen model the spread of an approximate functional is the error with which its exchange-correlation energy cancels $\Delta_H$, the real–complex difference in the $l=2$ self-repulsion of $\varphi$.

**(c) LDA.** A traceless symmetric $Q$ has no linear rotation invariant and one quadratic invariant. A rotation-invariant functional that is smooth in $\delta n$ therefore gives $E=E_{\rm sph}+K\operatorname{tr}Q^2+O(Q^3)$, so that at small amplitude the real state lies four times as far from $E_{\rm sph}$ as the complex one. For LDA, with energy per volume $e_{xc}$ and $f=\partial^2e_{xc}/\partial n_\sigma^2$ at the spherical densities, the second-order term is $\tfrac12\int f\,\delta n^2$, and the difference $\tfrac12$ in $\operatorname{tr}Q^2$ gives
$$\Delta_{\rm LDA}\approx\frac{3}{50}F^2+\frac{3}{40\pi}\int fR^4r^2dr .$$

Exchange can be treated without expansion. Spin scaling of the unpolarised $-\tfrac34(3/\pi)^{1/3}n^{4/3}$ gives a factor $\tfrac12 2^{4/3}=2^{1/3}$ per spin, so $e_x=-Cn_\sigma^{4/3}$ with $C=\tfrac34(6/\pi)^{1/3}=0.93053$. Let $w=R^2/4\pi n_0$ be the share of one $p$ orbital in the same-spin density, $w\le1$ for an electron and $w\le\tfrac12$ for a hole. Since $n_\sigma=n_0(1+s\alpha wP_2)$,
$$\Delta_x=-C\int4\pi r^2n_0^{4/3}\,G\,dr,\qquad G=\langle(1+2swP_2)^{4/3}\rangle-\langle(1-swP_2)^{4/3}\rangle .$$
Use $(1+x)^{4/3}=1+\tfrac43x+\tfrac29x^2-\tfrac4{81}x^3+\dots$ and $\langle\mu^{2k}\rangle=1/(2k+1)$, which give $\langle P_2\rangle=0$, $\langle P_2^2\rangle=\tfrac14(\tfrac95-2+1)=\tfrac15$ and $\langle P_2^3\rangle=\tfrac18(\tfrac{27}7-\tfrac{27}5+3-1)=\tfrac2{35}$. Then
$$G=\tfrac29(4-1)\tfrac15w^2-\tfrac4{81}(8+1)\tfrac2{35}sw^3+\dots=\tfrac{2}{15}w^2\Big(1-\tfrac{4}{21}sw+\dots\Big).$$
The series converges only for $2w\le1$, so the quadratic form was compared with $G$ by quadrature over the allowed $w$: the ratio $G/(\tfrac2{15}w^2)$ lies in $0.940$ to $1.000$ for an electron and $1.000$ to $1.193$ for a hole. The quadratic estimate overstates $|\Delta_x|$ for an electron and understates it for a hole, as the cubic term indicates.

Hydrogen $2p$ is the bare limit $w=1$. It is not a ground state, so (a) does not apply. For one electron, however, the exact $U+E_{xc}$ vanishes for any orbital, so with the orbital kinetic energy of the frozen model the spread should again be zero. The orbital kinetic energy matters here: the functional $T_s[n]$ of the complex density belongs to the orbital $|\varphi|$, which lacks the phase, and is lower by $\tfrac12\langle(r\sin\theta)^{-2}\rangle=\tfrac1{16}$ Ha. With $R=re^{-r/2}/\sqrt{24}$, $R^2r^2=r^4e^{-r}/24$, and doing the integral over the larger radius first, $\int_r^\infty r'e^{-r'}dr'=(r+1)e^{-r}$,
$$F^2=\frac{2}{576}\int_0^\infty r^6(r+1)e^{-2r}dr=\frac{1}{288}\Big(\frac{7!}{2^8}+\frac{6!}{2^7}\Big)=\frac{45}{512}=87.891\ \text{mHa},$$
so $\Delta_H=0.06\times87.891=5.273$ mHa. The angular averages are $\langle(3\mu^2)^{4/3}\rangle=3^{4/3}\cdot\tfrac3{11}=1.18002$ and, with $t=\mu^2$, $\langle[\tfrac32(1-\mu^2)]^{4/3}\rangle=(\tfrac32)^{4/3}\tfrac12B(\tfrac12,\tfrac73)=1.05061$. Hence $G=0.12941$, which $2/15$ exceeds by 3% of $G$. The radial integral is $\int R^{8/3}r^2dr=24^{-4/3}\int r^{14/3}e^{-4r/3}dr=24^{-4/3}\,\Gamma(\tfrac{17}3)(\tfrac34)^{17/3}=0.19426$ bohr$^{-1}$. With $4\pi n_0^{4/3}=(4\pi)^{-1/3}R^{8/3}$,
$$\Delta_x=-0.93053\,(4\pi)^{-1/3}\times0.19426\times0.12941=-10.062\ \text{mHa}.$$
LDA exchange overshoots $\Delta_H$ by the factor $1.908$, and the net spread with exchange only (LDA correlation omitted) is $5.273-10.062=-4.789$ mHa $=-0.130$ eV, with the real orbital lower. For nuclear charge $Z$, $R\to Z^{3/2}R(Zr)$ makes both $F^2$ and $\int R^{8/3}r^2dr$ proportional to $Z$, so the factor is the same for every hydrogenic $2p$ orbital.

In an atom the same-spin $s$ electrons raise $n_0$ at fixed $R$. The exchange kernel is $-\tfrac49Cn_0^{-2/3}$, so at second order $|\Delta_x|$ falls at every radius while $\Delta_H$ is unchanged. The program tests this beyond second order by removing the $s$ density (row "bare shell" below).

**(d) GGA.** The energy density also depends on $\sigma_{\sigma\sigma}=|\nabla n_\sigma|^2=(\partial_rn_\sigma)^2+R^4|\nabla_\Omega g|^2/r^2$, where $\nabla_\Omega$ is the gradient on the unit sphere. The other spin is spherical, so the tangential gradient enters no other invariant. It is already of second order in $Q$, so its coefficient $\partial e_{xc}/\partial\sigma_{\sigma\sigma}$ is taken at the spherical density. Integration by parts on the sphere gives $\int|\nabla_\Omega g|^2d\Omega=l(l+1)\int g^2d\Omega=6\cdot\tfrac{3}{10\pi}\operatorname{tr}Q^2$, and the factor $r^2$ of the volume element cancels $1/r^2$:
$$\Delta_{\rm tan}\approx\frac{9}{10\pi}\int\frac{\partial e_{xc}}{\partial\sigma_{\sigma\sigma}}R^4dr .$$
The PBE exchange enhancement grows with the gradient, so the exchange part of the derivative is negative and favours the real state. The sign of the sum with correlation is not fixed by this argument; the program asserts that it is negative for the four atoms, both in this formula and when the tangential gradient is deleted from the full PBE energy.

**The atoms.** Orbitals come from a spherically averaged spin-polarised LDA calculation (Slater exchange, VWN correlation) in the cc-pVTZ basis and are frozen, also for PBE. Energies are in mHa unless marked, $\langle w\rangle$ is weighted with $R^2r^2$, and "full" means no expansion in $Q$. The entries are not converged in the basis to the digits shown. In uncontracted aug-cc-pVQZ or aug-cc-pV5Z bases, $\Delta_H$ and $|\Delta_x|$ (full) fall by $0.1$ mHa (B, C) to $0.4$ mHa (O) and $F^2$ by up to $7$ mHa. The full LDA net spreads become $-0.99$, $0.15$, $-0.77$ and $0.99$ mHa, the full PBE net spreads move by up to $0.06$ mHa, and no net spread changes sign.

| | B | C | O | F |
|---|---|---|---|---|
| $s$ | $+1$ | $-1$ | $+1$ | $-1$ |
| $F^2$ | 186.98 | 240.21 | 313.22 | 368.76 |
| $\langle w\rangle$ | 0.485 | 0.319 | 0.478 | 0.317 |
| $\Delta_H$ | 11.22 | 14.41 | 18.79 | 22.13 |
| $\Delta_x$, bare shell | −23.06 | −23.04 | −39.75 | −36.16 |
| $\Delta_x$, quadratic | −13.68 | −13.71 | −23.34 | −21.39 |
| $\Delta_x$, full | −12.96 | −14.89 | −22.10 | −23.21 |
| $\Delta_c$, full | 0.75 | 0.64 | 2.58 | 2.14 |
| LDA net, quadratic | −1.64 | 1.20 | −1.74 | 2.48 |
| LDA net, full | −0.99 | 0.16 | −0.73 | 1.05 |
| LDA net, full (eV) | −0.027 | 0.004 | −0.020 | 0.029 |
| $\Delta_{\rm tan}$, quadratic | −3.00 | −2.55 | −7.36 | −5.52 |
| $\Delta_{\rm tan}$, full | −2.63 | −3.37 | −6.37 | −7.05 |
| PBE net, full | −3.65 | −3.28 | −7.35 | −6.29 |
| PBE net, full (eV) | −0.099 | −0.089 | −0.200 | −0.171 |

For boron, $\Delta_H=0.06\times186.98=11.219$ mHa. The kernel term with correlation is $-12.863$ mHa, so the estimate is $11.219-12.863=-1.644$ mHa. The full values give $11.219-12.955+0.746=-0.990$ mHa. The quadratic $\Delta_{xc}$ misses the full $-12.209$ mHa by $0.654$ mHa, which is 5% of $\Delta_{xc}$ but two thirds of the net spread. For carbon the miss is $14.248-13.218=1.030$ mHa, 7% of the full $\Delta_{xc}$ and six times the net. The estimate puts the size of the LDA spread below $0.07$ eV in all four atoms, yet it does not give its value. Its sign agrees with the full result in these four atoms, but with a miss between two thirds of the net spread (B) and six times it (C) that agreement is not guaranteed. Dilution by the $s$ electrons removes most of the exchange overshoot: for boron the ratio $|\Delta_x|/\Delta_H$ falls from $23.061/11.219=2.06$ to $12.955/11.219=1.15$. Nothing in the derivation forces this ratio to one. The remainder is comparable to $\Delta_c$: $\Delta_H+\Delta_x$ is negative in all four atoms, and correlation turns it positive for C and F.

With frozen orbitals PBE puts the real state lower in all four atoms, by $0.09$ to $0.20$ eV. The output shows that the change from LDA to PBE is close to $\Delta_{\rm tan}$: $-3.645+0.990=-2.655$ against $-2.633$ mHa for B, and $-6.286-1.048=-7.334$ against $-7.046$ mHa for F. This closeness is an observation, neither derived nor asserted. The frozen Hartree–Fock energies agree to within $3\times10^{-11}$ mHa, including a random complex $c$.

Two effects lie outside the model, and the numerical check computes both for boron only. Orbital relaxation in LDA lowers the real state by $0.744$ mHa and the complex one by $0.192$ mHa, so the spread becomes $-0.990-0.744+0.192=-1.542$ mHa $=-0.042$ eV; self-consistent PBE gives $-4.603$ mHa $=-0.125$ eV. The ratio $3.9$ of the two gains is close to the $4$ that a second-order response to a potential linear in $Q$ would give, but that reading is a conjecture, and only the ordering is asserted. In an uncontracted aug-cc-pVQZ basis without $g$ functions the two self-consistent boron spreads become $-1.55$ and $-4.57$ mHa. The same relaxation in cc-pVTZ, not included in the numerical check, gives self-consistent LDA spreads of $-0.49$, $-2.33$ and $-0.69$ mHa for C, O and F ($-0.51$, $-2.53$, $-0.93$ mHa in the larger basis). The positive frozen values for C and F thus change sign, and the real state lies lower in all four atoms. Self-consistent PBE gives $-4.3$, $-9.5$ and $-8.4$ mHa for C, O and F, with basis shifts up to $0.2$ mHa. The second effect is the integration grid, which breaks rotational invariance among the real orientations: one tilted real orbital differs from $p_z$ in PBE by $0.0022$ mHa with 50 angular points and by less than $0.0001$ mHa with 590. The difference depends on the tilt, and with 50 points other orientations give more, about $0.04$ mHa along $(1,1,0)$. A finer grid removes it, whereas the real–complex spread remains and belongs to the functional. The complex state has the density and the orbital kinetic energy, and hence the LDA or GGA energy, of half an electron (or half a hole) in each of $p_x$ and $p_y$. Choosing this occupation instead of one electron (or hole) in $p_z$ therefore shifts an atomic reference energy, and any atomisation or cohesive energy built on it, by $|\Delta|$ per atom, where $\Delta$ is the self-consistent spread and not the frozen one of the table.

The numerical check also asserts the $F^2$ formula against four-index integrals, the quadratic formulas and the factor four against finite differences at small amplitude, and the axial quadrature against a three-dimensional grid to $0.1$ mHa, so digits below $0.1$ mHa in the full exchange-correlation entries and net spreads are not verified by that test; this tolerance is comparable to the frozen LDA spread of carbon.

## Values computed for the example and the checks

```
bracket/(2w^2/15): electron 0.940..1.000, hole 1.000..1.193
C = 0.93053; H2p angular: real 1.18002, complex 1.05061, diff 0.12941
H2p: F2 = 87.891 mHa, int R^(8/3) r^2 dr = 0.19426 bohr^-1
H2p: D_H = 5.273 mHa, D_x = -10.062 mHa, ratio 1.908
H2p: net = -4.789 mHa = -0.1303 eV
B: F2 = 186.98 mHa, <w> = 0.485, D_H = 11.219 mHa
B: D_x quadratic -13.682, exact -12.955, bare shell -23.061 mHa
B: D_c(VWN) 0.746 mHa; D_xc quadratic -12.863, exact -12.209 mHa
B: LDA net, quadratic estimate -1.644 mHa = -0.0447 eV
B: LDA net, frozen exact -0.990 mHa = -0.0269 eV
B: PBE D_xc -14.864 mHa, net -3.645 mHa = -0.0992 eV
B: PBE tangential part -2.633, quadratic -2.995 mHa
B: frozen HF, largest difference 7.1e-12 mHa
B: PBE noise, tilted real p: 590 pts 0.0000, 50 pts 0.0022 mHa
B: LDA relaxation real -0.744, complex -0.192 mHa
B: LDA net, self-consistent -1.542 mHa = -0.0419 eV
B: PBE net, self-consistent -4.603 mHa = -0.1253 eV
C: F2 = 240.21 mHa, <w> = 0.319, D_H = 14.413 mHa
C: D_x quadratic -13.709, exact -14.885, bare shell -23.041 mHa
C: D_c(VWN) 0.637 mHa; D_xc quadratic -13.218, exact -14.248 mHa
C: LDA net, quadratic estimate 1.195 mHa = 0.0325 eV
C: LDA net, frozen exact 0.164 mHa = 0.0045 eV
C: PBE D_xc -17.690 mHa, net -3.277 mHa = -0.0892 eV
C: PBE tangential part -3.369, quadratic -2.546 mHa
C: frozen HF, largest difference 1.4e-11 mHa
O: F2 = 313.22 mHa, <w> = 0.478, D_H = 18.793 mHa
O: D_x quadratic -23.338, exact -22.102, bare shell -39.748 mHa
O: D_c(VWN) 2.584 mHa; D_xc quadratic -20.533, exact -19.519 mHa
O: LDA net, quadratic estimate -1.739 mHa = -0.0473 eV
O: LDA net, frozen exact -0.725 mHa = -0.0197 eV
O: PBE D_xc -26.141 mHa, net -7.348 mHa = -0.1999 eV
O: PBE tangential part -6.365, quadratic -7.359 mHa
O: frozen HF, largest difference 1.4e-11 mHa
F: F2 = 368.76 mHa, <w> = 0.317, D_H = 22.125 mHa
F: D_x quadratic -21.391, exact -23.212, bare shell -36.157 mHa
F: D_c(VWN) 2.135 mHa; D_xc quadratic -19.645, exact -21.077 mHa
F: LDA net, quadratic estimate 2.480 mHa = 0.0675 eV
F: LDA net, frozen exact 1.048 mHa = 0.0285 eV
F: PBE D_xc -28.412 mHa, net -6.286 mHa = -0.1711 eV
F: PBE tangential part -7.046, quadratic -5.518 mHa
F: frozen HF, largest difference 2.8e-11 mHa
B FCI/6-31G: E = -24.562892 Ha, spread of 3 roots 1.1e-11 mHa
B FCI: V_ne = -57.07777 Ha, F = E - V_ne = 32.51488 Ha
B FCI: V_ne matrix minus identity part 1.8e-09 mHa
B FCI: U-U_sph real 14.320, complex 3.580 mHa, ratio 4.000
B FCI: U real - U complex = 10.740 mHa
1 Ha = 27.2114 eV
```
